# Fourier transform of f(r)Y_lm, with Gaussian and Slater cases: test program

```python
"""
Result under test: for F(k) = integral d^3r exp(-i k.r) f(r) Y_lm(r_hat),
    F(k) = 4 pi (-i)^l Y_lm(k_hat) H_l(k),
    H_l(k) = integral_0^inf r^2 j_l(k r) f(r) dr,
with closed forms of H_l for
    Gaussian  f = r^l exp(-a r^2)          (a > 0)
    Slater    f = r^(n-1) exp(-zeta r)     (zeta > 0, integer n >= l+1).
Y_lm: orthonormal complex spherical harmonics, Condon-Shortley phase.
j_l: spherical Bessel function.  k: wave vector, k = |k| its length.
Example: hydrogen 2p orbital (fixed nucleus) and a p Gaussian of equal <k^2>.
Lengths in the example are in nm, wave numbers in 1/nm.
"""
import numpy as np
import sympy as sp
from math import factorial, pi, sqrt, exp, log
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import lpmv, spherical_jn, eval_legendre


def sph_harmonic(l, m, cos_theta, phi):
    q = abs(m)
    norm = sqrt((2*l + 1)/(4*pi)*factorial(l - q)/factorial(l + q))
    value = norm*lpmv(q, l, cos_theta)*np.exp(1j*q*phi)
    return value if m >= 0 else (-1)**q*np.conj(value)


def panel_rule(length, panels=60, order=40):
    """Composite Gauss-Legendre nodes and weights on [0, length]."""
    x, w = np.polynomial.legendre.leggauss(order)
    width = length/panels
    starts = width*np.arange(panels)
    nodes = (starts[:, None] + 0.5*width*(x + 1)[None, :]).ravel()
    return nodes, np.tile(0.5*width*w, panels)


def hankel_numeric(f, l, k, length):
    r, w = panel_rule(length)
    return float(np.sum(w*r**2*spherical_jn(l, k*r)*f(r)))


def hankel_gauss(l, a, k):
    return sqrt(pi)*k**l/(2**(l + 2)*a**(l + 1.5))*np.exp(-k*k/(4*a))


def hankel_slater(n, l, zeta, k):
    rho2 = k*k + zeta*zeta
    total = 0.0
    for s in range((n - l)//2 + 1):
        total += ((-1)**s*factorial(n - s)*(2*zeta)**(n - l - 2*s)
                  / (factorial(s)*factorial(n - l - 2*s)*rho2**(n - s + 1)))
    return (2*k)**l*factorial(n - l)*total


def sphere_rule(n_theta, n_phi):
    c, w = np.polynomial.legendre.leggauss(n_theta)
    phi = 2*pi*np.arange(n_phi)/n_phi
    C, P = np.meshgrid(c, phi, indexing="ij")
    W = np.repeat(w[:, None]*2*pi/n_phi, n_phi, axis=1)
    return C.ravel(), P.ravel(), W.ravel()


k_vec = np.array([0.8, -1.1, 0.6])
k_len = float(np.linalg.norm(k_vec))
k_cos, k_phi = k_vec[2]/k_len, np.arctan2(k_vec[1], k_vec[0])


def direction_dot(C, P):
    S = np.sqrt(1 - C**2)
    return (S*np.cos(P)*k_vec[0] + S*np.sin(P)*k_vec[1] + C*k_vec[2])/k_len


# Legendre coefficients of the plane wave, and the two forms of j_l
u, wu = np.polynomial.legendre.leggauss(60)
err_legendre = 0.0
for l in range(6):
    for x in (0.3, 2.0, 7.5):
        jl = spherical_jn(l, x)
        c_l = np.sum(wu*np.exp(-1j*x*u)*eval_legendre(l, u))
        poisson = x**l/(2**(l + 1)*factorial(l))*np.sum(
            wu*(1 - u*u)**l*np.cos(x*u))
        series = 0.0
        for s in range(50):
            odd_product = 1.0
            for q in range(1, 2*l + 2*s + 2, 2):
                odd_product *= q
            series += x**l*(-x*x/2)**s/(factorial(s)*odd_product)
        err_legendre = max(err_legendre, abs(c_l - 2*(-1j)**l*jl),
                           abs(poisson - jl), abs(series - jl))
assert err_legendre < 1e-10

# Angular integral of plane wave times Y_lm, by quadrature on the sphere
C, P, W = sphere_rule(40, 80)
err_angular = 0.0
for l in range(5):
    for m in range(-l, l + 1):
        Y_r = sph_harmonic(l, m, C, P)
        Y_k = sph_harmonic(l, m, k_cos, k_phi)
        for x in (0.5, 4.0, 12.0):
            direct = np.sum(W*np.exp(-1j*x*direction_dot(C, P))*Y_r)
            formula = 4*pi*(-1j)**l*spherical_jn(l, x)*Y_k
            err_angular = max(err_angular, abs(direct - formula))
assert err_angular < 1e-11

# Gaussian: full three-dimensional transform on a Cartesian grid
a_test = 0.7
axis = np.linspace(-7.2, 7.2, 48)          # even count: no point at the origin
h = axis[1] - axis[0]
X, Yc, Z = np.meshgrid(axis, axis, axis, indexing="ij")
R = np.sqrt(X**2 + Yc**2 + Z**2)
wave = np.exp(-1j*(k_vec[0]*X + k_vec[1]*Yc + k_vec[2]*Z) - a_test*R**2)
azimuth = np.arctan2(Yc, X)
err_gauss3d = 0.0
for l in range(4):
    for m in range(-l, l + 1):
        direct = h**3*np.sum(wave*R**l*sph_harmonic(l, m, Z/R, azimuth))
        formula = ((-1j)**l*(pi/a_test)**1.5*(k_len/(2*a_test))**l
                   * exp(-k_len**2/(4*a_test))
                   * sph_harmonic(l, m, k_cos, k_phi))
        err_gauss3d = max(err_gauss3d, abs(direct - formula))
assert err_gauss3d < 1e-10

# Slater: full three-dimensional transform in spherical coordinates
C, P, W = sphere_rule(60, 120)
dots = direction_dot(C, P)
r3, w3 = panel_rule(40.0, 20, 12)
cases = [(2, 1, 1), (3, 2, -1), (4, 1, 0)]
weighted_Y = np.array([W*sph_harmonic(l, m, C, P) for n, l, m in cases])
sums = np.zeros(len(cases), dtype=complex)
for r, w in zip(r3, w3):
    angular = weighted_Y @ np.exp(-1j*k_len*r*dots)
    radial = np.array([r**(n - 1)*exp(-r) for n, l, m in cases])
    sums += w*r*r*radial*angular
err_slater3d = 0.0
for value, (n, l, m) in zip(sums, cases):
    formula = (4*pi*(-1j)**l*hankel_slater(n, l, 1.0, k_len)
               * sph_harmonic(l, m, k_cos, k_phi))
    err_slater3d = max(err_slater3d, abs(value - formula))
assert err_slater3d < 1e-8

# Radial closed forms, including k larger than zeta
err_radial = 0.0
for l in range(4):
    for k in (0.4, 1.0, 3.0):
        num = hankel_numeric(lambda r: r**l*np.exp(-a_test*r*r), l, k, 12.0)
        err_radial = max(err_radial, abs(num - hankel_gauss(l, a_test, k)))
        seed = hankel_numeric(lambda r: r**(l - 1.0)*np.exp(-1.3*r), l, k, 60.0)
        seed_formula = 2**l*factorial(l)*k**l/(k*k + 1.69)**(l + 1)
        err_radial = max(err_radial, abs(seed - seed_formula))
        short = 2**(l+1)*factorial(l+1)*1.3*k**l/(k*k + 1.69)**(l + 2)
        num = hankel_numeric(lambda r: r**l*np.exp(-1.3*r), l, k, 60.0)
        err_radial = max(err_radial, abs(num - short))
        for n in range(l + 1, l + 4):
            num = hankel_numeric(lambda r: r**(n - 1)*np.exp(-1.3*r), l, k, 60.0)
            ref = hankel_slater(n, l, 1.3, k)
            err_radial = max(err_radial, abs(num - ref)/(1 + abs(ref)))
assert err_radial < 1e-9

# Large-k power laws, from the defining integral with zeta = 1
def tail_power(f):
    low = hankel_numeric(f, 1, 20.0, 60.0)
    high = hankel_numeric(f, 1, 40.0, 60.0)
    return log(abs(high/low))/log(2.0)


power_slater = tail_power(lambda r: r*np.exp(-r))
power_repaired = tail_power(lambda r: (r + r*r)*np.exp(-r))
assert abs(power_slater + 5) < 0.02
assert abs(power_repaired + 7) < 0.02

# The hydrogen 2p radial function solves the radial equation (atomic units)
rs = sp.symbols("r", positive=True)
u2p = rs**2*sp.exp(-rs/2)
residual = -sp.diff(u2p, rs, 2)/2 + u2p/rs**2 - u2p/rs + u2p/8
assert sp.simplify(residual) == 0

# Worked example
a0 = const.physical_constants["Bohr radius"][0]*1e9
zeta = 1/(2*a0)
a = zeta**2/5
N_s = (2*zeta)**2.5/sqrt(24)
N_g = sqrt(8*(2*a)**2.5/(3*sqrt(pi)))


def R_s(r):
    return N_s*r*np.exp(-zeta*r)


def R_g(r):
    return N_g*r*np.exp(-a*r*r)


def g_s(k):
    return sqrt(2/pi)*N_s*hankel_slater(2, 1, zeta, k)


def g_g(k):
    return sqrt(2/pi)*N_g*hankel_gauss(1, a, k)


length = 50/zeta
r, w = panel_rule(length)
slopes = (N_s*(1 - zeta*r)*np.exp(-zeta*r),
          N_g*(1 - 2*a*r*r)*np.exp(-a*r*r))
mean_k2, beyond, peaks = [], [], []
for R_fun, slope, g in ((R_s, slopes[0], g_s), (R_g, slopes[1], g_g)):
    assert abs(np.sum(w*r*r*R_fun(r)**2) - 1) < 1e-10
    norm_k = quad(lambda t: zeta*(zeta*t*g(zeta*t))**2, 0, np.inf)[0]
    assert abs(norm_k - 1) < 1e-7
    k2 = quad(lambda t: zeta*(zeta*t)**4*g(zeta*t)**2, 0, np.inf)[0]
    k2_position = np.sum(w*(r*r*slope**2 + 2*R_fun(r)**2))
    assert abs(k2/k2_position - 1) < 1e-7
    assert abs(k2/zeta**2 - 1) < 1e-7
    mean_k2.append(k2)
    beyond.append(quad(lambda t: zeta*(zeta*t*g(zeta*t))**2, 3, np.inf)[0])
    best = minimize_scalar(
        lambda t: -(t*hankel_numeric(R_fun, 1, zeta*t, length))**2*zeta**3,
        bounds=(0.3, 1.5), method="bounded", options={"xatol": 1e-9})
    peaks.append(best.x*zeta)
assert abs(peaks[0]/(zeta/sqrt(2)) - 1) < 1e-5
assert abs(peaks[1]/(2*sqrt(a)) - 1) < 1e-5

kinetic = [const.hbar**2*k2*1e18/(2*const.m_e*const.e) for k2 in mean_k2]
rydberg = const.physical_constants["Rydberg constant times hc in eV"][0]
assert abs(kinetic[0]/(rydberg/4) - 1) < 1e-6

direct_s = hankel_numeric(R_s, 1, zeta, length)
direct_g = hankel_numeric(R_g, 1, zeta, length)
closed_s = N_s*hankel_slater(2, 1, zeta, zeta)
closed_g = N_g*hankel_gauss(1, a, zeta)
assert abs(direct_s/closed_s - 1) < 1e-9
assert abs(direct_g/closed_g - 1) < 1e-9

print("Largest absolute differences, direct integral against formula")
print(f"  Legendre coefficients and j_l forms: {err_legendre:.1e}")
print(f"  angular integral, l = 0 to 4, all m: {err_angular:.1e}")
print(f"  3D Gaussian transform, l = 0 to 3:   {err_gauss3d:.1e}")
print(f"  3D Slater transform, three cases:    {err_slater3d:.1e}")
print("Large-k powers for l = 1 (between k = 20 zeta and 40 zeta)")
print(f"  r exp(-zeta r):                {power_slater:.3f}")
print(f"  (r + zeta r^2) exp(-zeta r):   {power_repaired:.3f}")
print("Hydrogen 2p (Slater) and p Gaussian with equal mean k^2")
print(f"  Bohr radius a0 = {a0:.7f} nm")
print(f"  zeta = {zeta:.5f} nm^-1")
print(f"  Gaussian exponent a = {a:.5f} nm^-2")
print(f"  normalization, Slater   N = {N_s:.3f} nm^-5/2")
print(f"  normalization, Gaussian N = {N_g:.3f} nm^-5/2")
print("Hankel transform H_1 of normalized R at k = zeta, in nm^3/2")
print(f"  Slater:   integral {direct_s:.8f}, formula {closed_s:.8f}")
print(f"  Gaussian: integral {direct_g:.8f}, formula {closed_g:.8f}")
print("Unitary amplitude g = sqrt(2/pi) H_1 at k = zeta, in nm^3/2")
print(f"  Slater {g_s(zeta):.6f}, Gaussian {g_g(zeta):.6f}")
print("Most probable wave number")
print(f"  Slater   {peaks[0]:.4f} nm^-1 = {peaks[0]/zeta:.4f} zeta")
print(f"  Gaussian {peaks[1]:.4f} nm^-1 = {peaks[1]/zeta:.4f} zeta")
print(f"  Slater peak as momentum: {const.hbar*peaks[0]*1e9:.4e} kg m/s")
print("Radial density k^2 g^2 in nm: k/zeta, Slater, Gaussian")
for t in (0.25, 0.5, 1.0, 2.0, 3.0, 5.0, 10.0):
    k = t*zeta
    print(f"  {t:5.2f}  {(k*g_s(k))**2:.4e}  {(k*g_g(k))**2:.4e}")
print("Probability of k > 3 zeta")
print(f"  Slater {beyond[0]:.4e}, Gaussian {beyond[1]:.4e}")
print("Mean kinetic energy in eV")
print(f"  Slater {kinetic[0]:.6f}, Gaussian {kinetic[1]:.6f}")
print(f"  one quarter of the Rydberg energy: {rydberg/4:.6f} eV")
print("all good")
```

Running it gives:

```
Largest absolute differences, direct integral against formula
  Legendre coefficients and j_l forms: 1.1e-14
  angular integral, l = 0 to 4, all m: 3.3e-14
  3D Gaussian transform, l = 0 to 3:   1.2e-14
  3D Slater transform, three cases:    7.1e-12
Large-k powers for l = 1 (between k = 20 zeta and 40 zeta)
  r exp(-zeta r):                -4.992
  (r + zeta r^2) exp(-zeta r):   -6.989
Hydrogen 2p (Slater) and p Gaussian with equal mean k^2
  Bohr radius a0 = 0.0529177 nm
  zeta = 9.44863 nm^-1
  Gaussian exponent a = 17.85532 nm^-2
  normalization, Slater   N = 316.878 nm^-5/2
  normalization, Gaussian N = 107.076 nm^-5/2
Hankel transform H_1 of normalized R at k = zeta, in nm^3/2
  Slater:   integral 0.03975722, formula 0.03975722
  Gaussian: integral 0.04767168, formula 0.04767168
Unitary amplitude g = sqrt(2/pi) H_1 at k = zeta, in nm^3/2
  Slater 0.031722, Gaussian 0.038036
Most probable wave number
  Slater   6.6812 nm^-1 = 0.7071 zeta
  Gaussian 8.4511 nm^-1 = 0.8944 zeta
  Slater peak as momentum: 7.0458e-25 kg m/s
Radial density k^2 g^2 in nm: k/zeta, Slater, Gaussian
   0.25  1.5610e-02  5.2575e-03
   0.50  9.4200e-02  5.2641e-02
   1.00  8.9836e-02  1.2916e-01
   2.00  5.8875e-03  1.1430e-03
   3.00  4.6571e-04  2.1564e-08
   5.00  1.1632e-05  7.0689e-25
  10.00  5.4163e-08  4.2001e-105
Probability of k > 3 zeta
  Slater 2.1738e-03, Gaussian 1.4509e-08
Mean kinetic energy in eV
  Slater 3.401423, Gaussian 3.401423
  one quarter of the Rydberg energy: 3.401423 eV
all good
```
